\section*{Rittner dipole moment of a metal halide and its polarisation catastrophe}

\section*{The model}

A diatomic metal halide in the gas phase is modelled as a cation of charge $+e$ and an anion of charge $-e$, with $e>0$, at a fixed separation $r$. Each ion is a point with a linear, isotropic dipole polarisability, $\alpha_+$ for the cation and $\alpha_-$ for the anion. Gaussian units are used, so a polarisability is a volume. The abbreviations
\begin{equation}
S=\alpha_++\alpha_-,\qquad P=\alpha_+\alpha_-
\end{equation}
will be useful. The model leaves out overlap of the ions, transfer of charge between them, higher multipoles and nonlinear response. Part (h) estimates several of these omissions.

The $x$ axis points from the cation at $x=0$ to the anion at $x=r$. The induced dipoles $\mu_+$ and $\mu_-$ are counted positive along $+x$. The molecular moment $\mu$ is counted positive from anion to cation, along $-x$, so that two unpolarised ions have $\mu=er$.

\section*{(a) The mutually induced dipoles}

\textit{Find the field at each ion and write the equations for $\mu_+$ and $\mu_-$.}

\textbf{Solution.} At the cation, the negative anion produces a field directed towards the anion, which is $+e/r^2$. At the anion, the positive cation produces a field directed away from the cation, which is also $+e/r^2$. Both ions are therefore polarised along $+x$.

The field of an axial dipole $p$ follows from charges $\pm q$ a distance $d$ apart, with $p=qd$. At a distance $r$ along the axis,
\begin{equation}
\frac{q}{(r-d/2)^2}-\frac{q}{(r+d/2)^2}
=\frac{2qrd}{(r^2-d^2/4)^2}\;\longrightarrow\;\frac{2p}{r^3}
\qquad(d\to0,\ p\ \text{fixed}).
\end{equation}
On the other side of the dipole the field has the same size and the same direction, that of $p$. Each induced dipole thus strengthens the field at the other ion:
\begin{align}
\mu_+&=\alpha_+\left(\frac{e}{r^2}+\frac{2\mu_-}{r^3}\right),&
\mu_-&=\alpha_-\left(\frac{e}{r^2}+\frac{2\mu_+}{r^3}\right).
\label{eq:pair}
\end{align}

\section*{(b) The dipole moment}

\textit{Solve the equations and obtain $\mu$. Check the cases of one unpolarisable ion and of equal polarisabilities.}

\textbf{Solution.} Insert the second equation of (\ref{eq:pair}) into the first:
\begin{equation}
\mu_+=\frac{e\alpha_+}{r^2}+\frac{2e\alpha_+\alpha_-}{r^5}
+\frac{4\alpha_+\alpha_-}{r^6}\,\mu_+ .
\end{equation}
Collect $\mu_+$ on the left and multiply by $r^6$:
\begin{equation}
(r^6-4P)\,\mu_+=e\alpha_+r^4+2erP .
\end{equation}
Since $P=\alpha_+\alpha_-$, a factor $e\alpha_+r$ can be taken out on the right. Exchanging the labels gives the other dipole:
\begin{equation}
\mu_+=\frac{e\alpha_+r(r^3+2\alpha_-)}{r^6-4P},\qquad
\mu_-=\frac{e\alpha_-r(r^3+2\alpha_+)}{r^6-4P}.
\label{eq:ind}
\end{equation}

About any origin, the total dipole along $+x$ is $0\cdot e+r(-e)+\mu_++\mu_-$, because the total charge is zero. Reversing the sign to match the convention for $\mu$ gives the Rittner moment,
\begin{equation}
\boxed{\;\mu=er-\frac{e\,(r^4S+4rP)}{r^6-4P}\;}
\label{eq:rittner}
\end{equation}
Over a common denominator the numerator is $er(r^6-4P)-er^4S-4erP$, so
\begin{equation}
\mu=er\,\frac{r^6-r^3S-8P}{r^6-4P}.
\label{eq:factor}
\end{equation}

If $\alpha_+=0$, then $P=0$ and $\mu=er-e\alpha_-/r^2$. The anion responds to a bare charge, there is no feedback, and the denominator has no zero at any $r>0$. If $\alpha_+=\alpha_-=\alpha$, then $r^6-4\alpha^2=(r^3-2\alpha)(r^3+2\alpha)$, and each dipole reduces to $e\alpha r/(r^3-2\alpha)$.

\section*{(c) Induction pass by pass}

\textit{Start from unpolarised ions and update both dipoles repeatedly. When does the process converge?}

\textbf{Solution.} In the first pass each ion sees the bare charge of the other, and the induced dipoles sum to $eS/r^2$. Let $\delta_\pm^{(n)}$ be the increments made in pass $n$. The charge field does not change, so later increments come from the dipole fields alone:
\begin{equation}
\delta_+^{(n+1)}=\frac{2\alpha_+}{r^3}\,\delta_-^{(n)},\qquad
\delta_-^{(n+1)}=\frac{2\alpha_-}{r^3}\,\delta_+^{(n)} .
\end{equation}
With $\delta_\pm^{(1)}=e\alpha_\pm/r^2$, the second pass adds $2eP/r^5$ to each ion, $4eP/r^5$ in all. Two successive passes multiply any increment by $4P/r^6$. The sum is a geometric series,
\begin{equation}
\mu_++\mu_-=\left(\frac{eS}{r^2}+\frac{4eP}{r^5}\right)
\sum_{k=0}^{\infty}\left(\frac{4P}{r^6}\right)^k .
\end{equation}
It converges if and only if $4P<r^6$, and then reproduces (\ref{eq:rittner}). Otherwise all increments are positive and none is smaller than the increment of the same ion two passes earlier, so the dipoles grow without limit.

\section*{(d) The energy}

\textit{Write the energy as a function of the two dipoles and find its stationary value.}

\textbf{Solution.} Creating a dipole $\mu_\pm$ in a linear ion costs $\mu_\pm^2/2\alpha_\pm$. A dipole $p$ in a parallel field $F$ has energy $-pF$. Counting the interaction between the dipoles once,
\begin{equation}
U=-\frac{e^2}{r}+\frac{\mu_+^2}{2\alpha_+}+\frac{\mu_-^2}{2\alpha_-}
-\frac{2\mu_+\mu_-}{r^3}-\frac{e}{r^2}(\mu_++\mu_-).
\label{eq:U}
\end{equation}
Setting $\partial U/\partial\mu_+=0$ gives $\mu_+/\alpha_+=e/r^2+2\mu_-/r^3$, which is the first equation of (\ref{eq:pair}); the other derivative gives the second. Multiply each condition by its own dipole and add:
\begin{equation}
\frac{\mu_+^2}{\alpha_+}+\frac{\mu_-^2}{\alpha_-}-\frac{4\mu_+\mu_-}{r^3}
=\frac{e}{r^2}(\mu_++\mu_-).
\end{equation}
The left side is twice the quadratic part of (\ref{eq:U}). The quadratic part therefore cancels half of the linear part, and with (\ref{eq:rittner})
\begin{equation}
U=-\frac{e^2}{r}-\frac{e}{2r^2}(\mu_++\mu_-)
=-\frac{e^2}{r}-\frac{e^2(r^3S+4P)}{2r(r^6-4P)} .
\label{eq:Ust}
\end{equation}
This contains no short-range repulsion, which a real molecule needs in order to have an equilibrium separation.

\section*{(e) The polarisation catastrophe}

\textit{For which separations is the stationary point a minimum? Include dipoles perpendicular to the axis.}

\textbf{Solution.} Rescale the axial dipoles as $\mu_\pm=\sqrt{\alpha_\pm}\,u_\pm$. The quadratic part of (\ref{eq:U}) becomes
\begin{align}
Q&=\tfrac12(u_+^2+u_-^2)-\frac{2\sqrt P}{r^3}u_+u_-\nonumber\\
&=\frac14\left(1-\frac{2\sqrt P}{r^3}\right)(u_++u_-)^2
+\frac14\left(1+\frac{2\sqrt P}{r^3}\right)(u_+-u_-)^2 .
\end{align}
The second bracket is positive. The first is positive if and only if $r^3>2\sqrt P$. The axial stability limit is
\begin{equation}
\boxed{\;r_c^6=4\alpha_+\alpha_-\;}
\end{equation}

For a transverse dipole, charges $\pm q$ sit at $\pm d/2$ perpendicular to the axis. The field at the other ion is $-qd/(r^2+d^2/4)^{3/2}\to-p/r^3$, half as large as in the axial case and opposite to $p$. The interaction energy of two parallel transverse dipoles is thus $+p_+p_-/r^3$, and the same rescaling gives the brackets $1\pm\sqrt P/r^3$. Softening would occur at $r^3=\sqrt P$, inside $r_c$. By rotational symmetry about the axis, axial and transverse dipoles do not mix. As the ions approach, the axial mode fails first.

In the soft mode both dipoles point the same way, and each sustains the other. The charges push this mode with a force that does not vanish at $r_c$, so the dipoles diverge there. For $r<r_c$ equation (\ref{eq:rittner}) still returns finite numbers, but they belong to a saddle: the energy falls without bound as $u_+=u_-$ grows. The Rittner moment describes a stable state of this model for $r>r_c$.

\section*{(f) The approach to the catastrophe}

\textit{Find the strength of the divergence at $r_c$, and the separation $r_0$ outside $r_c$ at which $\mu$ vanishes.}

\textbf{Solution.} Near $r_c$ the denominator is $r^6-4P\approx6r_c^5(r-r_c)$. At $r_c$ the relation $4P=r_c^6$ turns the numerator of the induced part into $e(r_c^4S+r_c^7)$. Hence
\begin{equation}
\mu_++\mu_-\approx\frac{e}{r-r_c}\left(\frac{S}{6r_c}+\frac{r_c^2}{6}\right).
\label{eq:pole}
\end{equation}

By (\ref{eq:factor}), $\mu=0$ requires $y^2-Sy-8P=0$ with $y=r^3$. The positive root is
\begin{equation}
r_0^3=\tfrac12\left(S+\sqrt{S^2+32P}\right).
\label{eq:zero}
\end{equation}
Because $(\sqrt{\alpha_+}-\sqrt{\alpha_-})^2\ge0$, one has $S\ge2\sqrt P$. The square root is then at least $6\sqrt P$, and $r_0^3\ge4\sqrt P=2r_c^3$. The moment therefore changes sign at a separation at least $2^{1/3}\approx1.26$ times $r_c$. Between $r_c$ and $r_0$ the induced dipoles outweigh the ionic charges and the model moment points from cation to anion. The point-ion description has become doubtful well before its energy becomes unstable.

\section*{(g) A numerical case}

\textit{Evaluate the results for $r=0.280$ nm, $\alpha_+=0.0010$ nm$^3$ and $\alpha_-=0.0040$ nm$^3$. These are round values in the rough regime of gas-phase alkali halide molecules.}

\textbf{Solution.} Here $S=0.0050$ nm$^3$, $4P=1.60\times10^{-5}$ nm$^6$ and $r^6=4.819\times10^{-4}$ nm$^6$, so $r^6-4P=4.659\times10^{-4}$ nm$^6$. With $r^3=0.02195$ nm$^3$, equation (\ref{eq:ind}) gives
\begin{align}
\frac{\mu_+}{e}&=\frac{0.0010\times0.280\times(0.02195+0.0080)}{4.659\times10^{-4}}\ \text{nm}=0.0180\ \text{nm},\\
\frac{\mu_-}{e}&=\frac{0.0040\times0.280\times(0.02195+0.0020)}{4.659\times10^{-4}}\ \text{nm}=0.0576\ \text{nm}.
\end{align}
Since $1\,e\,$nm is $48.03$ D, these are $0.865$ D and $2.766$ D. The charge dipole is $13.449$ D, and
\begin{equation}
\mu=(13.449-3.630)\ \text{D}=9.82\ \text{D}\quad(0.204\,e\,\text{nm}),
\end{equation}
which is 73\% of $er$. A separate calculation that replaces each dipole by closely spaced point charges and uses Coulomb's law alone also gives $9.82$ D.

Two successive passes multiply an increment by only $4P/r^6=0.033$ at this separation, so the series converges quickly. The moment after one, two, three and four passes is $10.39$, $9.94$, $9.84$ and $9.82$ D. Polarisation lowers the energy by $0.69$ eV, from $-5.14$ to $-5.84$ eV, before any repulsion is added.

The catastrophe lies at $r_c=(1.60\times10^{-5})^{1/6}$ nm $=0.159$ nm, or 57\% of the chosen separation. The transverse mode would soften at $0.126$ nm. The moment vanishes at $r_0=0.206$ nm. With both polarisabilities held fixed, it is $12.76$ D at $0.320$ nm, $5.92$ D at $0.240$ nm and $-13.0$ D at $0.180$ nm. At $0.165$ nm it is $-65$ D, where the pole term (\ref{eq:pole}), of strength $0.00945\,e\,$nm$^2$, dominates. The negative values show where the model fails; they are not predictions for compressed molecules. Further values are in the numerical output.

\section*{(h) Finite ions and real molecules}

\textit{Does the catastrophe survive when the ions have a finite size? How reliable is the moment found in (g)?}

\textbf{Solution.} Spread the charge and the dipole of each ion over a Gaussian $g(\mathbf x)\propto e^{-x^2/w^2}$ of unit integral, whose Fourier transform is $e^{-k^2w^2/4}$. An induced dipole $\boldsymbol\mu$ has the charge density $-\boldsymbol\mu\cdot\nabla g$. Its Coulomb self-energy is
\begin{align}
W&=\frac12\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,
(\mathbf k\cdot\boldsymbol\mu)^2e^{-k^2w^2/2}\nonumber\\
&=\frac{\mu^2}{2}\,\frac{2}{3\pi}\int_0^\infty k^2e^{-k^2w^2/2}\,dk
=\frac{\mu^2}{2}\,\frac{1}{3w^3}\sqrt{\frac2\pi}.
\end{align}
The angular average of $(\mathbf k\cdot\boldsymbol\mu)^2$ is $k^2\mu^2/3$, and the last integral is $\sqrt{\pi/2}/w^3$. Choose $w^3=\sqrt{2/\pi}\,\alpha/3$, so that $W=\mu^2/2\alpha$. The whole quadratic energy, self-energies plus interaction, is then the electrostatic energy of the two dipole densities together. That energy is the integral of the squared field over $8\pi$, and it is positive unless the densities cancel everywhere. Two Gaussians of different width or at different places cannot cancel in this way. With this choice of width there is no catastrophe at any $r>0$. The width matters, and the margin is small. With the same cost $\mu^2/2\alpha$ and the polarisabilities of (g), clouds only about 5\% narrower become unstable near $r=0$, in modes with opposed dipoles; for equal polarisabilities any narrowing does this. The parallel axial mode of (e) returns when the widths fall below about $0.64$ of the chosen values. For clouds as wide as those chosen here, the instability in (e) results from treating the ions as points down to distances at which they overlap.

A second comparison supports this reading. A conducting sphere of radius $a$ has $\alpha=a^3$. For two spheres of radii $a$ and $b$, $r_c=2^{1/3}\sqrt{ab}\le2^{1/3}(a+b)/2\approx0.63\,(a+b)$. The spheres would already interpenetrate at $r_c$.

The parameters of (g) can now be set beside real molecules. Measured moments of the heavier alkali halide molecules are roughly $10$ D, so the result has the right size. For actual molecules the formula comes out too low: with Pauling's polarisabilities and measured bond lengths it falls about 10\% short (for KBr at $0.282$ nm, $9.6$ D against a measured $10.6$ D). The larger polarisabilities of free anions, above $0.005$ nm$^3$ for Br$^-$, widen the gap. The following estimates each change one assumption, with rough inputs, and should not be added up. Changes are relative to $9.82$ D.
\begin{itemize}
\item Conducting spheres with the given polarisabilities, including all higher multipoles, give $9.23$ D, a change of $-6\%$.
\item The Gaussian clouds give $9.92$ D, or $+1\%$.
\item An anion polarisability 20\% smaller, to represent an electron cloud held more tightly beside a cation, gives $10.44$ D, or $+6\%$.
\item Mixing with a neutral-atom state is estimated from a coupling of $1$ eV and a gap of $5.14-0.8=4.34$ eV, where $0.8$ eV is an assumed ionisation energy minus electron affinity. The neutral weight is $0.046$. If that state carries no moment and cross terms are dropped, $\mu$ falls to $9.37$ D, or $-5\%$. The gap uses the bare Coulomb energy; including polarisation, or polarisation and repulsion, gives weights of $0.035$ and $0.052$ and moments of $9.47$ and $9.31$ D.
\item Classical vibration and rotation at $1000$ K, with an exponential repulsion of range $0.033$ nm that places the energy minimum at $0.280$ nm, lengthen the mean separation to $0.285$ nm. The mean moment along the molecular axis becomes $10.14$ D, or $+3\%$.
\end{itemize}

Nonlinear response has not been estimated. The field at the anion is $207$ MV/cm, or $20.7$ V/nm. Across the anion's sphere radius of $0.159$ nm this amounts to about $3.3$ eV, comparable with the rough $3$ eV that binds the extra electron of a halide ion. A linear polarisability is therefore an assumption under strain here. The listed estimates alone shift the moment by several per cent in either direction. The Gaussian clouds are purely electrostatic, so their $+1\%$ is not a measure of real overlap. Since the formula falls about 10\% below measured moments, $9.82$ D should be read as roughly $10$ D, even for a molecule with roughly these parameters.

\section*{Computed results}
\begin{verbatim}
separation r = 0.280 nm
cation, anion polarisability = 0.0010, 0.0040 nm^3
S = 0.0050 nm^3, P = 4.00e-06 nm^6
1 e nm = 48.032 D; e^2 = 1.43996 eV nm
r^6 = 4.8189e-04 nm^6, 4P = 1.60e-05 nm^6
coupling 4P/r^6 = 0.03320
charge dipole e r = 13.449 D
induced dipole, cation = 0.865 D
induced dipole, anion = 2.766 D
sum of induced dipoles = 3.630 D
Rittner moment = 9.819 D = 0.20442 e nm
Rittner moment / (e r) = 0.7301
moment from explicit charges = 9.819 D
moment after pass 1 = 10.386 D
moment after pass 2 = 9.939 D
moment after pass 3 = 9.837 D
moment after pass 4 = 9.823 D
bare Coulomb energy = -5.143 eV
energy with polarisation = -5.837 eV
polarisation part = -0.694 eV
catastrophe r_c, formula = 0.15874 nm
catastrophe r_c, stiffness matrix = 0.15874 nm
transverse softening radius = 0.12599 nm
zero of moment r_0 = 0.20555 nm
pole strength = 0.00945 e nm^2
moment at r = 0.320 nm: 12.76 D
moment at r = 0.280 nm: 9.82 D
moment at r = 0.240 nm: 5.92 D
moment at r = 0.220 nm: 3.05 D
moment at r = 0.200 nm: -1.60 D
moment at r = 0.180 nm: -13.03 D
moment at r = 0.165 nm: -65.01 D
NEGLECTED EFFECTS (rough, separate estimates)
field e/r^2 of bare charge = 184 MV/cm
total field at cation = 259 MV/cm
total field at anion = 207 MV/cm
sphere radii = 0.1000, 0.1587 nm
spheres, up to quadrupoles: moment = 9.52 D
spheres, all multipoles: moment = 9.23 D
Gaussian widths = 0.0643, 0.1021 nm
Gaussian clouds: moment = 9.92 D
Gaussian clouds: largest coupling = 0.856 (unstable at 1)
temperature = 1000 K, kT = 0.0862 eV
Born range = 0.033 nm, reduced mass = 20 u
vibrational quantum = 0.0331 eV
thermal mean separation = 0.2846 nm
thermal mean moment = 10.14 D
two-state coupling = 1.0 eV, IP-EA = 0.8 eV
two-state gap = 4.34 eV, covalent weight = 0.046
moment scaled by ionic weight = 9.37 D
anion polarisability -20 %: moment = 10.44 D
\end{verbatim}
